# Fourier transform of f(r)Y_lm, with Gaussian and Slater cases

In hydrogen modelled as a nonrelativistic electron bound to a fixed point nucleus, the 2p state has a mean kinetic energy of 3.401 eV. All numbers below belong to this model; the finite nuclear mass would already change the fourth figure of the kinetic energy, of \(\zeta\) and of the Gaussian exponent, while probabilities taken at a fixed ratio \(k/\zeta\) would stay the same. A p-type Gaussian orbital can be given the same mean kinetic energy by choosing its exponent. Yet the probability of finding a wave number larger than \(3\zeta\), where \(\zeta=9.449\ \mathrm{nm^{-1}}\) is the decay constant of the 2p orbital, is \(2.2\times10^{-3}\) for the hydrogen state and \(1.5\times10^{-8}\) for the Gaussian. The two functions have the same angular factor, so the factor of about \(1.5\times10^{5}\) must come from their radial parts. To see how, we need the Fourier transform of a radial function times a spherical harmonic.

Define

\[
F(\mathbf k)=\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}f(r)Y_{lm}(\hat{\mathbf r}),\qquad \int_0^\infty r^2|f(r)|\,dr<\infty .
\]

The \(Y_{lm}\) are the complex spherical harmonics with the Condon–Shortley phase, orthonormal on the unit sphere. A hat denotes a unit vector, and \(k=|\mathbf k|\). The claim is

\[
F(\mathbf k)=4\pi(-i)^l\,Y_{lm}(\hat{\mathbf k})\,H_l(k),\qquad H_l(k)=\int_0^\infty r^2j_l(kr)f(r)\,dr, \tag{1}
\]

where \(j_l\) is the spherical Bessel function and \(H_l\) is the spherical Hankel (spherical Bessel) transform of order \(l\). Since \(j_l(x)=\sqrt{\pi/2x}\,J_{l+1/2}(x)\), it equals \(\sqrt{\pi/2k}\) times the ordinary Hankel transform, with kernel \(rJ_\nu(kr)\), of order \(\nu=l+\frac12\) of the function \(\sqrt r\,f(r)\).

Since \(Y_{lm}\) is bounded and the exponential has modulus one, the condition on \(f\) makes the three-dimensional integral absolutely convergent. The angular integral may therefore be done first, at fixed \(r\). Put \(x=kr\) and \(u=\hat{\mathbf k}\cdot\hat{\mathbf r}\), so that the plane wave is \(e^{-ixu}\) with \(-1\le u\le1\). We expand it in Legendre polynomials. Because \(\int_{-1}^1P_LP_{L'}\,du=2\delta_{LL'}/(2L+1)\),

\[
e^{-ixu}=\sum_{L=0}^\infty\frac{2L+1}{2}\,c_L(x)P_L(u),\qquad c_L(x)=\int_{-1}^1e^{-ixu}P_L(u)\,du . \tag{2}
\]

To find \(c_L\), insert Rodrigues' formula, \(P_L=(2^LL!)^{-1}\,d^L(u^2-1)^L/du^L\), and integrate by parts \(L\) times. The boundary terms vanish because every derivative of \((u^2-1)^L\) of order below \(L\) is zero at \(u=\pm1\). Each integration gives a minus sign and moves one derivative onto the exponential, where it produces \(-ix\). The \(L\) minus signs turn \((u^2-1)^L\) into \((1-u^2)^L\), and

\[
c_L=\frac{(-ix)^L}{2^LL!}\int_{-1}^1(1-u^2)^L\cos(xu)\,du . \tag{3}
\]

The sine part of the exponential has dropped out because it is odd in \(u\).

Expanding the cosine requires the integrals \(B_{L,s}=\int_{-1}^1(1-u^2)^Lu^{2s}du\). One integration by parts, with \(u^{2s}\) integrated and \((1-u^2)^L\) differentiated, gives \(B_{L,s}=\frac{2L}{2s+1}B_{L-1,s+1}\). After \(L\) such steps we reach \(B_{0,s+L}=2/(2s+2L+1)\), so

\[
B_{L,s}=\frac{2^{L+1}L!\,(2s-1)!!}{(2L+2s+1)!!},
\]

with \((-1)!!=1\). The cosine series has the coefficient \((-1)^s/(2s)!\), and \((2s)!=2^ss!\,(2s-1)!!\). The factor \((2s-1)!!\) cancels, leaving

\[
c_L(x)=2(-i)^Lj_L(x),\qquad j_L(x)=x^L\sum_{s=0}^\infty\frac{(-x^2/2)^s}{s!\,(2L+2s+1)!!}. \tag{4}
\]

This series is indeed the spherical Bessel function. Let \(b_s\) be its coefficient of \(x^{L+2s}\). The equation \(x^2y''+2xy'+[x^2-L(L+1)]y=0\) requires

\[
[(L+2s)(L+2s+1)-L(L+1)]\,b_s=2s(2L+2s+1)\,b_s=-b_{s-1},
\]

which the coefficients in (4) satisfy. The leading term \(x^L/(2L+1)!!\) fixes the usual normalization; for \(L=0\) the series is \(\sin x/x\).

Equations (3) and (4) together also give the integral form

\[
j_L(x)=\frac{x^L}{2^{L+1}L!}\int_{-1}^1(1-u^2)^L\cos(xu)\,du . \tag{5}
\]

For real \(x\ge0\), replacing the cosine by 1 gives the bound \(|j_L(x)|\le x^L/(2L+1)!!\). Since \(|P_L(u)|\le1\), the series (2) converges absolutely and uniformly in \(u\). Its sum is continuous and has the same Legendre coefficients as \(e^{-ixu}\), so by completeness of the Legendre polynomials it equals \(e^{-ixu}\).

We must now separate the directions of \(\mathbf k\) and \(\mathbf r\) in \(P_L(\hat{\mathbf k}\cdot\hat{\mathbf r})\). Consider the sum \(\sum_MY_{LM}(\hat{\mathbf k})Y^*_{LM}(\hat{\mathbf r})\). A rotation mixes the \(2L+1\) harmonics of given \(L\) by a unitary matrix, so the sum does not change when both directions are rotated together. It can depend only on the angle between them. Turn \(\hat{\mathbf r}\) onto the \(z\) axis, where \(Y_{LM}=\delta_{M0}\sqrt{(2L+1)/4\pi}\). The remaining factor is \(Y_{L0}(\hat{\mathbf k})=\sqrt{(2L+1)/4\pi}\,P_L(u)\), hence

\[
P_L(\hat{\mathbf k}\cdot\hat{\mathbf r})=\frac{4\pi}{2L+1}\sum_{M=-L}^{L}Y_{LM}(\hat{\mathbf k})Y^*_{LM}(\hat{\mathbf r}). \tag{6}
\]

Put (4) and (6) into (2). The prefactors combine to \(\frac{2L+1}{2}\cdot2(-i)^L\cdot\frac{4\pi}{2L+1}=4\pi(-i)^L\). Multiply by \(Y_{lm}(\hat{\mathbf r})\) and integrate over the directions of \(\mathbf r\); uniform convergence permits integration term by term. Orthonormality leaves the term \(L=l\), \(M=m\):

\[
\int d\Omega_r\,e^{-i\mathbf k\cdot\mathbf r}Y_{lm}(\hat{\mathbf r})=4\pi(-i)^lj_l(kr)Y_{lm}(\hat{\mathbf k}). \tag{7}
\]

Multiplying by \(r^2f(r)\) and integrating over \(r\) gives (1).

The harmonic in (7) appears without complex conjugation, because the conjugated factor in (6) was the one used up by the integral. The transform therefore keeps both \(l\) and \(m\), as it must, since it commutes with rotations. Whether the factor \((-i)^l\) is real or imaginary follows from the parity \((-1)^l\) of the function: for even \(l\) the cosine part of the plane wave contributes, and for odd \(l\) the part \(-i\sin(\mathbf k\cdot\mathbf r)\). With \(e^{+i\mathbf k\cdot\mathbf r}\) in the definition, \((-i)^l\) becomes \(i^l\).

If \(f(r)Y_{lm}\) is square integrable but \(r^2|f|\) is not integrable, cut \(f\) off at a radius \(R\), apply (1), and let \(R\to\infty\). The cut functions converge in the mean-square sense, and by Parseval's theorem so do their transforms. The integral for \(H_l\) is then understood as this limit and need not converge absolutely.

For the Gaussian case take \(f(r)=r^le^{-ar^2}\) with \(a>0\), and insert the series (4) into \(H_l\). The term with index \(s\) contains \(r^{2+l}\,r^{l+2s}=r^{2(l+s+1)}\). The moments follow from \(\int_0^\infty e^{-ar^2}dr=\frac12\sqrt\pi\,a^{-1/2}\) by applying \(-d/da\) a total of \(q\) times:

\[
\int_0^\infty r^{2q}e^{-ar^2}dr=\frac{(2q-1)!!\,\sqrt\pi}{2^{q+1}a^{q+1/2}} . \tag{8}
\]

With \(q=l+s+1\) the double factorial is \((2l+2s+1)!!\), which cancels the one in the Bessel series. What remains is

\[
H_l(k)=\frac{\sqrt\pi\,k^l}{2^{l+2}a^{l+3/2}}\sum_{s=0}^\infty\frac1{s!}\left(-\frac{k^2}{4a}\right)^s=\frac{\sqrt\pi\,k^l}{2^{l+2}a^{l+3/2}}\,e^{-k^2/4a}. \tag{9}
\]

Exchanging sum and integral is allowed because the same calculation with absolute values gives the convergent series for \(e^{+k^2/4a}\). Multiplication by \(4\pi(-i)^l\) yields

\[
F(\mathbf k)=(-i)^l\left(\frac{\pi}{a}\right)^{3/2}\left(\frac{k}{2a}\right)^le^{-k^2/4a}\,Y_{lm}(\hat{\mathbf k}). \tag{10}
\]

The product \(r^lY_{lm}(\hat{\mathbf r})\) is a homogeneous polynomial in \(x,y,z\). The transform contains the same polynomial in the components of \(\mathbf k\). A narrow Gaussian in space, with large \(a\), is wide in wave number.

For the Slater case take \(f(r)=r^{n-1}e^{-\zeta r}\), with \(\zeta>0\) and integer \(n\ge l+1\). It is easiest to start one power lower, with \(f=r^{l-1}e^{-\zeta r}\), and to raise the power afterwards by differentiating with respect to \(\zeta\). Call the starting integral \(I_l\). Its series needs

\[
\int_0^\infty r^{2l+2s+1}e^{-\zeta r}dr=\frac{(2l+2s+1)!}{\zeta^{2l+2s+2}} .
\]

Dividing the factorial by \((2l+2s+1)!!\) leaves the even factors, \((2l+2s)!!=2^{l+s}(l+s)!\). The powers \(2^s\) cancel, and

\[
I_l=\int_0^\infty r^{l+1}j_l(kr)e^{-\zeta r}dr=\frac{2^lk^l}{\zeta^{2l+2}}\sum_{s=0}^\infty\frac{(l+s)!}{s!}\left(-\frac{k^2}{\zeta^2}\right)^s .
\]

The binomial series \(\sum_s\frac{(l+s)!}{l!\,s!}y^s=(1-y)^{-l-1}\), with \(y=-k^2/\zeta^2\), sums this to

\[
I_l=\frac{2^l\,l!\,k^l}{(k^2+\zeta^2)^{l+1}} . \tag{11}
\]

The series converges absolutely for \(k<\zeta\), so up to this point (11) is proved only there. Large wave numbers are the ones that matter for the opening question, and they need a further argument. For complex \(k\), equation (5) gives \(|j_l(kr)|\le C(|k|r)^le^{|\mathrm{Im}\,k|r}\) with a constant \(C\). The integral \(I_l\) therefore converges and is analytic in \(k\) in the strip \(|\mathrm{Im}\,k|<\zeta\). The right side of (11) is analytic there too, since its poles lie at \(k=\pm i\zeta\). Two analytic functions that agree on a segment of the real axis agree throughout the strip, so (11) holds for every real \(k\ge0\).

For \(l=0\), equation (11) gives the transform of the Yukawa function: \(e^{-\zeta r}/r\) goes over into \(4\pi/(k^2+\zeta^2)\), when the factor \(Y_{00}\) is removed from both sides. At \(\zeta=0\) the function \(1/r\) no longer satisfies the integrability condition, and it is not square integrable either. The value \(4\pi/k^2\) is then obtained by letting \(\zeta\to0\) after the integration, not from an absolutely convergent integral.

Each application of \(-\partial/\partial\zeta\) brings down one factor of \(r\), so \(H_l=(-\partial/\partial\zeta)^{n-l}I_l\). Differentiation under the integral is justified because the differentiated integrals converge uniformly for \(\zeta\) above any fixed positive value. All the derivatives can be read from one Taylor expansion,

\[
I_l(\zeta-t)=\sum_{p=0}^\infty\frac{t^p}{p!}\left(-\frac{\partial}{\partial\zeta}\right)^pI_l(\zeta).
\]

Write \(\rho^2=k^2+\zeta^2\). The denominator of (11) at \(\zeta-t\) contains \((\zeta-t)^2+k^2=\rho^2-t(2\zeta-t)\). For small \(t\) the binomial series, used twice, gives

\[
\frac1{[\rho^2-t(2\zeta-t)]^{l+1}}=\sum_{q}\frac{(l+q)!}{l!\,q!}\frac{t^q}{\rho^{2(l+1+q)}}\sum_{s=0}^q\frac{q!}{s!(q-s)!}(-t)^s(2\zeta)^{q-s}.
\]

The power of \(t\) is \(q+s\). Setting it equal to \(p=n-l\) fixes \(q=n-l-s\), hence \(l+q=n-s\) and \(q-s=n-l-2s\). Multiplying the coefficient by \(p!=(n-l)!\) and by \(2^ll!\,k^l\), we obtain

\[
H_l(k)=(2k)^l(n-l)!\sum_{s=0}^{\lfloor(n-l)/2\rfloor}\frac{(-1)^s(n-s)!\,(2\zeta)^{n-l-2s}}{s!\,(n-l-2s)!\,\rho^{2(n-s+1)}} . \tag{12}
\]

The Fourier transform is this expression times \(4\pi(-i)^lY_{lm}(\hat{\mathbf k})\). For \(n=l+1\) only \(s=0\) contributes, and

\[
H_l(k)=\frac{2^{l+1}(l+1)!\,\zeta k^l}{(k^2+\zeta^2)^{l+2}} . \tag{13}
\]

We can now return to hydrogen, treated without relativity or spin and with a fixed point nucleus. The 2p radial function is \(R=N_Sre^{-\zeta r}\) with \(\zeta=1/(2a_0)\), where \(a_0\) is the Bohr radius. To check this, use atomic units and \(u=rR\propto r^2e^{-r/2}\). Then \(u''=(2-2r+r^2/4)e^{-r/2}\), and

\[
-\frac{u''}2+\frac u{r^2}-\frac ur=\left(-1+r-\frac{r^2}8+1-r\right)e^{-r/2}=-\frac u8 ,
\]

which is the radial equation with energy \(-1/8\) hartree. The orbital is thus a Slater function with \(n=2\), \(l=1\). From \(a_0=0.0529177\) nm comes \(\zeta=9.449\ \mathrm{nm^{-1}}\).

The comparison function is \(R=N_Gre^{-ar^2}\). Normalization, \(\int r^2R^2dr=1\), requires

\[
N_S^2=\frac{(2\zeta)^5}{24}=\frac{4\zeta^5}{3},\qquad N_G^2=\frac{8(2a)^{5/2}}{3\sqrt\pi},
\]

the second from (8) with \(q=2\) and \(a\) replaced by \(2a\).

For a probability distribution in \(\mathbf k\) we use the unitary transform \(\phi=(2\pi)^{-3/2}F\). Since \(4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}\), it is \(\phi=(-i)^lg(k)Y_{lm}(\hat{\mathbf k})\) with \(g=\sqrt{2/\pi}\,H_l\), where \(H_l\) is computed from the normalized \(R\). The probability density for the magnitude \(k\) is \(k^2g^2\), and its integral is one by Parseval's theorem. Equations (13) and (9) for \(l=1\) give

\[
k^2g_S^2=\frac{512}{3\pi}\frac{\zeta^7k^4}{(k^2+\zeta^2)^6},\qquad k^2g_G^2=\frac{\sqrt2}{3\sqrt\pi}\frac{k^4}{a^{5/2}}e^{-k^2/2a}. \tag{14}
\]

The exponent \(a\) follows from equal mean values of \(k^2\). By Parseval's theorem \(\langle k^2\rangle=\int|\nabla\psi|^2d^3r\), which for \(l=1\) is \(\int(r^2R'^2+2R^2)\,dr\). For the Slater function this is

\[
N_S^2\int_0^\infty(3r^2-2\zeta r^3+\zeta^2r^4)e^{-2\zeta r}dr=\frac{4\zeta^5}3\cdot\frac1{\zeta^3}\left(\frac34-\frac34+\frac34\right)=\zeta^2 .
\]

For the Gaussian, (14) and the ratio of the moments (8) with \(q=3\) and \(q=2\), with \(a\) there replaced by \(1/2a\), give \(\langle k^2\rangle=\frac52\cdot2a=5a\). Equality requires \(a=\zeta^2/5=17.86\ \mathrm{nm^{-2}}\). Both mean kinetic energies are then \(\hbar^2\zeta^2/2m_e=3.401\) eV, one quarter of the Rydberg energy.

At \(k=\zeta\), equation (13) reduces to \(H_1=N_S\,8\zeta^2/(2\zeta^2)^3=N_S/\zeta^4\). With \(N_S=316.9\ \mathrm{nm^{-5/2}}\) this is \(0.03976\ \mathrm{nm^{3/2}}\), and direct integration of the definition gives the same value. The amplitude is \(g_S=\sqrt{2/\pi}\times0.03976=0.03172\ \mathrm{nm^{3/2}}\), and the density is \(k^2g_S^2=0.0898\) nm. The Gaussian has the larger density there, 0.129 nm.

The most probable wave numbers follow from the logarithmic derivatives of (14). For the Slater function \(4/k=12k/(k^2+\zeta^2)\), so \(k=\zeta/\sqrt2=6.681\ \mathrm{nm^{-1}}\), a momentum \(\hbar k\) of \(7.046\times10^{-25}\ \mathrm{kg\,m/s}\). For the Gaussian \(4/k=k/a\), so \(k=2\sqrt a=8.451\ \mathrm{nm^{-1}}\). The hydrogen distribution peaks at a lower wave number and still has the same mean square, because its density exceeds the Gaussian one again above \(k\approx1.57\zeta\), a range that holds about 28% of \(\langle k^2\rangle\) for hydrogen and 9% for the Gaussian. At \(k=2\zeta\) its density is \(5.9\times10^{-3}\) nm against \(1.1\times10^{-3}\) nm; at \(5\zeta\) the values are \(1.2\times10^{-5}\) nm and \(7\times10^{-25}\) nm.

Equation (14) shows the difference in form: for \(k\gg\zeta\) the Slater density falls as \(k^{-8}\), the Gaussian density as \(k^4e^{-k^2/2a}\). The origin of the power law is visible in the expansion near the nucleus,

\[
re^{-\zeta r}Y_{1m}=rY_{1m}-\zeta r^2Y_{1m}+\dots
\]

The first term is a polynomial in \(x,y,z\). The second is that polynomial multiplied by \(r=\sqrt{x^2+y^2+z^2}\), which is not smooth at the origin. If this term causes the \(k^{-5}\) decay of the amplitude, removing it should make the decay faster. The function \((r+\zeta r^2)e^{-\zeta r}=r-\frac12\zeta^2r^3+\frac13\zeta^3r^4+\dots\) lacks it. Its \(r^3\) term is harmless, since \(r^3Y_{1m}=r^2\cdot rY_{1m}\) is again a polynomial. From (12) with \(n=3\), \(l=1\),

\[
H_1=4k\left(\frac{12\zeta^2}{\rho^8}-\frac2{\rho^6}\right)=\frac{48\zeta^2k}{\rho^8}-\frac{8k}{\rho^6}.
\]

Adding \(\zeta\) times this to the \(n=2\) result \(8\zeta k/\rho^6\) cancels the terms in \(\rho^{-6}\), and \(48\zeta^3k/\rho^8\) remains, which decays as \(k^{-7}\). The powers measured on the defining integrals between \(20\zeta\) and \(40\zeta\) are \(-4.992\) and \(-6.989\). The small deviations from \(-5\) and \(-7\) come from \(\zeta^2\) in \(\rho^2=k^2+\zeta^2\), which is not yet wholly negligible at these wave numbers.

The Gaussian orbital, a polynomial times \(e^{-a(x^2+y^2+z^2)}\), is smooth everywhere, the origin included, and has no such singular term. Its transform (10) accordingly has no power-law tail. Smoothness alone does not fix how much weight lies beyond a finite wave number; that is read from (14). With \(a=\zeta^2/5\) the factor \(e^{-k^2/2a}\) equals \(e^{-45/2}\) at \(k=3\zeta\), while the Slater density there has fallen only by a power of \(k^2+\zeta^2\). This Gaussian thus matches the mean kinetic energy of the 2p state while almost entirely missing its large momenta, which is the disparity in the two probabilities beyond \(3\zeta\).

The numerical check also compares (1) with full three-dimensional integrals at an oblique \(\mathbf k\). The largest absolute difference is \(1.2\times10^{-14}\) for Gaussians with \(l=0\) to 3 and all \(m\), and \(7.1\times10^{-12}\) for three Slater functions, in the dimensionless units of those tests.

## Computed values

```
Largest absolute differences, direct integral against formula
  Legendre coefficients and j_l forms: 1.1e-14
  angular integral, l = 0 to 4, all m: 3.3e-14
  3D Gaussian transform, l = 0 to 3:   1.2e-14
  3D Slater transform, three cases:    7.1e-12
Large-k powers for l = 1 (between k = 20 zeta and 40 zeta)
  r exp(-zeta r):                -4.992
  (r + zeta r^2) exp(-zeta r):   -6.989
Hydrogen 2p (Slater) and p Gaussian with equal mean k^2
  Bohr radius a0 = 0.0529177 nm
  zeta = 9.44863 nm^-1
  Gaussian exponent a = 17.85532 nm^-2
  normalization, Slater   N = 316.878 nm^-5/2
  normalization, Gaussian N = 107.076 nm^-5/2
Hankel transform H_1 of normalized R at k = zeta, in nm^3/2
  Slater:   integral 0.03975722, formula 0.03975722
  Gaussian: integral 0.04767168, formula 0.04767168
Unitary amplitude g = sqrt(2/pi) H_1 at k = zeta, in nm^3/2
  Slater 0.031722, Gaussian 0.038036
Most probable wave number
  Slater   6.6812 nm^-1 = 0.7071 zeta
  Gaussian 8.4511 nm^-1 = 0.8944 zeta
  Slater peak as momentum: 7.0458e-25 kg m/s
Radial density k^2 g^2 in nm: k/zeta, Slater, Gaussian
   0.25  1.5610e-02  5.2575e-03
   0.50  9.4200e-02  5.2641e-02
   1.00  8.9836e-02  1.2916e-01
   2.00  5.8875e-03  1.1430e-03
   3.00  4.6571e-04  2.1564e-08
   5.00  1.1632e-05  7.0689e-25
  10.00  5.4163e-08  4.2001e-105
Probability of k > 3 zeta
  Slater 2.1738e-03, Gaussian 1.4509e-08
Mean kinetic energy in eV
  Slater 3.401423, Gaussian 3.401423
  one quarter of the Rydberg energy: 3.401423 eV
```
